# TF-λ-W as a One-Orbital Kohn-Sham Problem and Its SCF Oscillations

## Problem

$N$ electrons occupy a periodic cell of volume $\Omega$. Their density $n(\mathbf r)>0$ minimizes

$$
E[n]=T_{\rm TF}[n]+\lambda T_{\rm W}[n]+\int v_{\rm ext}\,n\,d^3r+E_{\rm H}[n],\qquad \int n\,d^3r=N,
$$

$$
T_{\rm TF}=C\int n^{5/3}d^3r,\quad C=\frac{3\hbar^2}{10m}(3\pi^2)^{2/3},\qquad
T_{\rm W}=\frac{\hbar^2}{8m}\int\frac{|\nabla n|^2}{n}\,d^3r,
$$

with $\lambda>0$. The Hartree energy is $E_{\rm H}=\frac12\int n\,v_{\rm H}\,d^3r$. A Fourier component $n_{\mathbf q}$ of the density produces the component $e^2n_{\mathbf q}/(\varepsilon_0q^2)$ of the potential energy $v_{\rm H}$. A uniform background neutralizes the cell, so the $q=0$ component is omitted. The external potential is local, and exchange and correlation are left out.

1. A Kohn-Sham program solves $[-(\hbar^2/2m)\nabla^2+v_{\rm KS}]\phi=\varepsilon\phi$. Which potential and which occupation make it minimize $E[n]$? How do its eigenvalue and the total energy follow?
2. The program mixes densities linearly, $n\leftarrow n+\alpha(n_{\rm out}-n)$. How does a small error evolve, and for which $\alpha$ does the iteration converge near the solution?
3. Evaluate the result for a uniform density. How does it depend on $N$, on $\lambda$ and on the cell length?
4. Compare with the same electrons filling Kohn-Sham orbitals up to a Fermi level.
5. Take a cube of edge $L=1$ nm with $N=25$, $\lambda=1/5$ and $v_{\rm ext}=(5\ \text{eV})\cos(2\pi x/L)$, with all variation restricted to $x$. Describe the solution and the behaviour of the iteration.

## Solution

### 1. The one-orbital problem

Set $n=\psi^2$ with $\psi>0$. Then $\nabla n=2\psi\nabla\psi$, so $|\nabla n|^2/n=4|\nabla\psi|^2$ and

$$
T_{\rm W}=\frac{\hbar^2}{2m}\int|\nabla\psi|^2d^3r .
$$

Vary $\psi$ by $\delta\psi$ and impose the electron number with a multiplier $\mu$. The boundary terms of the partial integration cancel in a periodic cell, which gives

$$
\delta(\lambda T_{\rm W})=\frac{\lambda\hbar^2}{m}\int\nabla\psi\cdot\nabla\delta\psi\,d^3r=-\frac{\lambda\hbar^2}{m}\int\delta\psi\,\nabla^2\psi\,d^3r .
$$

The other terms depend on $n$ without gradients. Since $\delta n=2\psi\,\delta\psi$, they contribute $\int 2\psi\,\delta\psi\,v_{\rm eff}\,d^3r$ with

$$
v_{\rm eff}=\tfrac53Cn^{2/3}+v_{\rm ext}+v_{\rm H}.
$$

The constraint contributes $-\mu\int2\psi\,\delta\psi\,d^3r$. The sum must vanish for every $\delta\psi$. After division by 2,

$$
-\frac{\lambda\hbar^2}{2m}\nabla^2\psi+v_{\rm eff}\psi=\mu\psi .
$$

The program has a fixed kinetic operator without $\lambda$. Dividing by $\lambda$ and writing $\psi=\sqrt N\,\phi$ with $\int\phi^2d^3r=1$ gives

$$
\boxed{\left[-\frac{\hbar^2}{2m}\nabla^2+\frac{v_{\rm eff}}{\lambda}\right]\phi=\frac{\mu}{\lambda}\,\phi,\qquad n=N\phi^2 .}
$$

Thus $v_{\rm KS}=v_{\rm eff}/\lambda$. The external, Hartree and Thomas-Fermi potentials are all divided by $\lambda$, and one orbital has occupation $N$. An exchange-correlation potential, if included, would be divided as well.

The required orbital is the lowest one. The ground state of a real local Hamiltonian of this kind can be chosen positive. Eigenfunctions with different eigenvalues are orthogonal, and two positive functions cannot be orthogonal. The positive $\psi$ therefore belongs to the lowest eigenvalue, $\varepsilon_0=\mu/\lambda$. (As an eigenvalue, $\varepsilon_0$ is an energy; in the combination $e^2/\varepsilon_0$ the same symbol denotes the vacuum permittivity.)

The self-consistent solution is also the unique minimizer, because $E[n]$ is strictly convex. The second variation of $|\nabla n|^2/n$ is $2|\nabla\delta n-(\delta n/n)\nabla n|^2/n\ge0$, that of $Cn^{5/3}$ is $\frac{10}{9}Cn^{-1/3}(\delta n)^2>0$, the Hartree term is a non-negative quadratic form, and the external term is linear. An SCF oscillation therefore cannot be a competition between several minima.

The Euler equation says $\delta E/\delta n=\mu$. If $N$ changes by $dN$, the minimizer changes by some $\delta n$ with integral $dN$, and $dE=\int\mu\,\delta n\,d^3r=\mu\,dN$. Hence $\mu=dE/dN$.

For the energy, multiply the undivided equation by $\psi$ and integrate:

$$
\lambda T_{\rm W}+\tfrac53T_{\rm TF}+\int v_{\rm ext}n\,d^3r+2E_{\rm H}=N\mu .
$$

Here $\int v_{\rm H}n\,d^3r=2E_{\rm H}$. Compared with $E$, the left side contains an excess $\frac23T_{\rm TF}+E_{\rm H}$, so

$$
E=N\mu-\tfrac23T_{\rm TF}-E_{\rm H},\qquad \mu=\lambda\varepsilon_0 .
$$

A program that consistently uses the divided potentials works with the functional $E/\lambda$; its energy must be multiplied by $\lambda$ at the end.

### 2. Evolution of a small error

Let $n_{\rm in}=n_*+\eta$, where $n_*$ is the solution and $\int\eta\,d^3r=0$. To first order the effective potential changes by $\delta v=K\eta$, with

$$
(K\eta)(\mathbf r)=v_{\rm H}[\eta](\mathbf r)+\tfrac{10}{9}C\,n_*^{-1/3}(\mathbf r)\,\eta(\mathbf r).
$$

The second term is the derivative of $\frac53Cn^{2/3}$. The orbital Hamiltonian changes by $\delta v/\lambda$. With its real eigenfunctions $\phi_m$ and eigenvalues $\varepsilon_m$, first-order perturbation theory gives

$$
\delta\phi=-\sum_{m>0}\phi_m\frac{\langle\phi_m|\delta v|\phi_0\rangle}{\lambda(\varepsilon_m-\varepsilon_0)} .
$$

Since $n_{\rm out}=N\phi^2$, its change is $2N\phi_0\,\delta\phi=\chi\,\delta v$, where

$$
\chi(\mathbf r,\mathbf r')=-2N\sum_{m>0}\frac{\phi_0(\mathbf r)\phi_m(\mathbf r)\,\phi_0(\mathbf r')\phi_m(\mathbf r')}{\lambda(\varepsilon_m-\varepsilon_0)} .
$$

All $N$ electrons share the same orbital, so their responses add. This is the origin of the factor $N$. The output error is $J\eta$ with $J=\chi K$.

For any real function $u$,

$$
\langle u|\chi|u\rangle=-2N\sum_{m>0}\frac{\langle\phi_m|u|\phi_0\rangle^2}{\lambda(\varepsilon_m-\varepsilon_0)}\le0 .
$$

The operator $K$ is positive: its Hartree part is non-negative and its Thomas-Fermi part is positive. It therefore has an invertible square root, and

$$
K^{1/2}(\chi K)K^{-1/2}=K^{1/2}\chi K^{1/2}.
$$

The right side is symmetric and non-positive, and a similarity transformation preserves eigenvalues. The eigenvalues of $J$ are thus real and can be written as $-|j|$. An input error along an eigenmode is answered by an output error along the same mode with opposite sign: the excess density makes the potential more repulsive, and the orbital moves away from it. A vanishing response would need a constant $K\eta$; with $\int\eta\,d^3r=0$ this gives $\langle\eta|K|\eta\rangle=0$ and hence $\eta=0$.

For an eigenmode, linear mixing gives

$$
\eta'=\eta+\alpha(J\eta-\eta)=\left[1-\alpha(1+|j|)\right]\eta .
$$

For $\alpha>0$ there are three regimes:

- If $\alpha(1+|j|)<1$, the mode decays without changing sign.
- If $1<\alpha(1+|j|)<2$, it alternates in sign and decays.
- If $\alpha(1+|j|)>2$, it alternates in sign and grows.

All modes decay if

$$
0<\alpha<\alpha_c=\frac{2}{1+|j|_{\max}} .
$$

Full replacement of the density, $\alpha=1$, has multiplier $-|j|$. It diverges from the neighbourhood of the solution if $|j|_{\max}>1$, and converges there if $|j|_{\max}<1$. The oscillation is thus conditional. With an attractive exchange-correlation kernel, the sign argument holds as long as $K$ stays positive.

### 3. Uniform density

For $v_{\rm ext}=0$ the orbital is $\phi_0=\Omega^{-1/2}$. Apply $\delta v=v\cos(\mathbf q\cdot\mathbf r)$. It couples $\phi_0$ to $\phi_q=\sqrt{2/\Omega}\cos(\mathbf q\cdot\mathbf r)$, which lies $\hbar^2q^2/2m$ higher. The average of $\cos^2$ is $1/2$, so the matrix element is

$$
\langle\phi_q|\delta v|\phi_0\rangle=\frac{\sqrt2}{\Omega}\,v\,\frac{\Omega}{2}=\frac{v}{\sqrt2}.
$$

Therefore

$$
\delta\phi=-\frac{v}{\sqrt2}\,\frac{2m}{\lambda\hbar^2q^2}\sqrt{\frac2\Omega}\cos(\mathbf q\cdot\mathbf r)
=-\frac{2mv}{\lambda\hbar^2q^2}\,\frac{\cos(\mathbf q\cdot\mathbf r)}{\sqrt\Omega},
$$

and $\delta n=2N\phi_0\,\delta\phi$ with $n=N/\Omega$ gives

$$
\chi(q)=-\frac{4mn}{\lambda\hbar^2q^2}.
$$

With $k_F=(3\pi^2n)^{1/3}$, the Thomas-Fermi kernel is

$$
\frac{10}{9}Cn^{-1/3}=\frac{\hbar^2}{3m}(3\pi^2)^{2/3}n^{-1/3}=\frac{\hbar^2k_F^2}{3mn}=\frac{\pi^2\hbar^2}{mk_F},
$$

where the last step uses $n=k_F^3/3\pi^2$. The feedback is

$$
\boxed{|j(q)|=\frac{4mn}{\lambda\hbar^2q^2}\left[\frac{e^2}{\varepsilon_0q^2}+\frac{\pi^2\hbar^2}{mk_F}\right].}
$$

It is largest at the smallest wave number, $q=2\pi/L$ for the longest edge $L$. At fixed cell, the Coulomb part grows as $N$ and the Thomas-Fermi part as $n/k_F\propto N^{2/3}$. At fixed density, they grow as $L^4$ and $L^2$. Both are proportional to $1/\lambda$.

For the uniform 1 nm cube, $n=25\ \text{nm}^{-3}$, $q=6.283\ \text{nm}^{-1}$ and $k_F=9.046\ \text{nm}^{-1}$. With $\hbar^2/2m=0.0381\ \text{eV nm}^2$ and $e^2/\varepsilon_0=18.095\ \text{eV nm}$,

$$
|\chi|=\frac{2(25)}{0.2(0.0381)(6.283)^2}=166\ \text{eV}^{-1}\text{nm}^{-3}.
$$

The kernels are $18.095/(6.283)^2=0.458$ and $2\pi^2(0.0381)/9.046=0.0831$, both in eV nm$^3$. The contributions to $|j|$ are 76.2 and 13.8, with sum 90.0.

Putting 200 electrons into the same cube multiplies these parts by 8 and 4, to 609.5 and 55.3. Doubling the cell along $x$ at the original density, so that $N=50$, multiplies them by 16 and 4, to 1218.9 and 55.3.

A large $N$ is not the sole cause. Scaling the original cube to $N=1$ gives $76.2/25+13.8/25^{2/3}\approx4.7$, which still exceeds 1. Cell length and $\lambda$ matter too.

### 4. What Fermi filling changes

Now let the same electrons fill plane waves up to $k_F$, two per wave vector, with energies $\varepsilon_{\mathbf k}=\hbar^2k^2/2m$. The perturbation $v\cos(\mathbf q\cdot\mathbf r)$ mixes $\mathbf k$ with $\mathbf k\pm\mathbf q$, with matrix element $v/2$. Adding the cross terms in $|\phi_{\mathbf k}|^2$ and their complex conjugates, one electron contributes

$$
\frac v\Omega\left[\frac1{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}+\frac1{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q}}\right]\cos(\mathbf q\cdot\mathbf r).
$$

If $\mathbf k$ and $\mathbf k+\mathbf q$ are both occupied, the first term for $\mathbf k$ cancels the second term for $\mathbf k+\mathbf q$. Transitions from occupied to empty states survive. In the one-orbital problem every electron sits at $\mathbf k=0$, all its partner states are empty, and nothing cancels.

To sum the contributions, let $k$ be the component of $\mathbf k$ along $\mathbf q$. The bracket equals

$$
-\frac{2m}{\hbar^2}\left[\frac1{q^2+2kq}+\frac1{q^2-2kq}\right]=-\frac{4m}{\hbar^2}\frac1{q^2-4k^2}.
$$

The number of electrons per volume and per $dk$ is $2\pi(k_F^2-k^2)/(2\pi)^3=(k_F^2-k^2)/4\pi^2$. Hence

$$
\chi_0(q)=-\frac{m}{\pi^2\hbar^2}\,{\rm P}\!\!\int_{-k_F}^{k_F}\frac{k_F^2-k^2}{q^2-4k^2}\,dk .
$$

The principal value expresses the cancellation between partner states near $k=\pm q/2$. Write the numerator as $\frac14(q^2-4k^2)+(k_F^2-q^2/4)$ and use

$$
{\rm P}\!\!\int_{-k_F}^{k_F}\frac{dk}{q^2-4k^2}=\frac1{2q}\ln\left|\frac{2k_F+q}{2k_F-q}\right| .
$$

With $s=q/2k_F$,

$$
\chi_0(q)=-\frac{mk_F}{\pi^2\hbar^2}\left[\frac12+\frac{1-s^2}{4s}\ln\left|\frac{1+s}{1-s}\right|\right].
$$

For $s\to0$ the logarithm tends to $2s$ and the bracket to 1. The response stays finite, whereas the one-orbital response diverges as $1/q^2$. Fermi filling needs no Thomas-Fermi potential, because its orbitals carry the kinetic energy. Its feedback is $|\chi_0|e^2/(\varepsilon_0q^2)$, which grows as $L^2$ for long cells.

At $L=1$ nm this feedback is 5.29, against 90.0 for the single orbital. At $L=2$ nm it is 21.8, against 1274. A factor $1/\lambda=5$ of this contrast comes from the division by $\lambda$; for $\lambda=1$ the single-orbital values would be 18.0 and 255. Full replacement is unstable in both schemes here, but the critical mixing fractions differ strongly. For the longer cell they are $2/22.8=0.088$ and $2/1275=0.0016$. These Fermi values refer to a uniform gas with continuous wave vectors, without exchange-correlation. With only the discrete wave vectors of the periodic cell and an equally occupied top shell, 25 and 50 electrons give 6.0 and 37.5 instead, and the Fermi fraction for the longer cell becomes $2/38.5=0.052$; the contrast with the single orbital remains.

### 5. The modulated cube

The converged density varies between 16.1 nm$^{-3}$ at $x=0$ and 34.3 nm$^{-3}$ at $x=L/2$. The orbital eigenvalue is 15.443 eV, hence

$$
\mu=0.2(15.443\ \text{eV})=3.089\ \text{eV}=4.949\times10^{-19}\ \text{J}.
$$

With $T_{\rm TF}=48.498$ eV and $E_{\rm H}=9.526$ eV,

$$
E=25(3.08868)-\tfrac23(48.498)-9.526=35.359\ \text{eV}=5.665\times10^{-18}\ \text{J}.
$$

Direct minimization of $E[n]$, which uses no orbital, gives the same energy and the same $dE/dN$ to the digits quoted here.

Among errors that vary along $x$ only, the largest feedback is $|j|_{\max}=90.36$, close to the uniform value, so $\alpha_c=2/91.36=0.0219$. (If errors may also vary along $y$ or $z$, the largest value is 94.0 and the limit drops to $0.0210$; the restriction to $x$ is kept below.) This mode is odd in $x$ (sine-like). In the uniform cell the sine and cosine modes are degenerate; the modulation splits them, and the even, cosine-like mode has $|j|=80.7$. Iterations started with a small error in the odd mode show multipliers $-0.800$ at $0.9\alpha_c$ and $-1.200$ at $1.1\alpha_c$, as $1-\alpha(1+|j|)$ predicts. At $\alpha=1$ the measured multiplier is $-90.4$.

Growth of this size soon leaves the linear regime. A uniform start is even in $x$ and, apart from rounding errors, excites only even modes; the leading one has multiplier $-80.7$ at $\alpha=1$. Follow the amplitude $a=(2/L)\int_0^Ln\cos(2\pi x/L)\,dx$, whose converged value is $-9.12$ nm$^{-3}$. Full replacement from a uniform density gives, in nm$^{-3}$,

$$
a:\quad 0,\ -45.7,\ +46.4,\ -47.7,\ +46.4,\ \ldots
$$

Because $n\ge0$, $|a|$ cannot exceed $2N/\Omega=50$ nm$^{-3}$. Nearly the whole density jumps between $x=L/2$ and $x=0$.

The first two jumps can be traced. A uniform input leaves the external potential unscreened. Divided by $\lambda$, its amplitude is 25 eV, while $\hbar^2q^2/2m=1.50$ eV, so the orbital collapses into the minimum at $L/2$. The first Hartree harmonic then has amplitude $0.458(-45.7)=-20.9$ eV. It overwhelms the external $+5$ eV, and the Thomas-Fermi potential is also highest where the density is. The next orbital therefore settles at $x=0$. By iteration 30 the density repeats with period two. This even two-cycle is itself unstable against odd errors, which grow by about 9% per step; an odd seed of relative size $10^{-6}$ in the start exceeds the mean density within 200 steps.

Mixing with $\alpha=0.1$ does not cure this. The linear multipliers are $1-0.1(91.36)=-8.1$ for the odd mode and $1-0.1(81.7)=-7.2$ for the even one, and during iterations 181 to 200 the largest local density error still fluctuates between about 0.17 and 0.28 of the mean density. In this run the symmetry of the start is not preserved: rounding errors seed the unstable odd modes, and the odd part of the density grows to about a fifth of the mean density. In the first 30 steps at $\alpha=1$ the odd part, seeded only by rounding, is still of order $10^{-12}$ of the mean density or smaller.

A sufficiently small fraction works: $\alpha=\alpha_c/2=0.0109$ reaches a residual of $10^{-8}$ of the mean density after 781 evaluations of the output density on a 31-point grid. The price is that short-wavelength modes, with small $|j|$, decay slowly, by $1-\alpha(1+|j|)$ per step, which approaches $1-\alpha=0.989$ for $|j|\ll1$. Late in this run the residual is carried by the fifth to eighth harmonics, whose $|j|$ falls from about 0.7 to 0.2, and shrinks by about $0.983$ per step, which corresponds to an effective $|j|\approx0.5$.

A better step treats each Fourier component separately:

$$
n_{\mathbf q}\leftarrow n_{\mathbf q}+\frac{1}{2}\,\frac{(n_{\rm out}-n)_{\mathbf q}}{1+|j(q)|}.
$$

In a uniform system the residual is $-(1+|j(q)|)\eta_{\mathbf q}$, so every error component is halved per step. That rate would give a reduction by $10^8$ in about 27 steps. The modulated cube needs 108 evaluations from the uniform start. The uniform estimate is thus too optimistic here, for two reasons. The modulation spreads the linear multipliers over the range 0.36 to 0.65, so the final approach runs at 0.65 per step instead of 0.5. The larger cost comes from the start, which lies outside the linear regime: the residual drops below $10^{-2}$ of the mean density only at evaluation 76, and the remaining 32 steps supply the last six decades. The preconditioned iteration is still about seven times cheaper than plain mixing at $\alpha_c/2$. This ratio is tied to that choice: the slow modes shrink by $1-\alpha(1+|j|)$ per step with $|j|$ below 1, so a fraction closer to $\alpha_c$ would speed them up by at most a factor of about two.

The numerical check checks the recast problem, the feedback formulas and the mixing multipliers numerically.

## Numbers as computed

```
hbar^2/2m = 0.038100 eV nm^2; e^2/eps0 = 18.0951 eV nm
N = 25; mean density = 25.0 nm^-3; L = 1.0 nm
lambda = 0.20; external amplitude = 5.0 eV
kF = 9.0459 nm^-1; q = 2 pi/L = 6.2832 nm^-1
mu from one-orbital SCF = 3.08868 eV = 4.94860e-19 J
mu = dE/dN from direct minimization = 3.08868 eV
orbital eigenvalue mu/lambda = 15.44338 eV
T_TF = 48.49788 eV; Hartree energy = 9.52602 eV
E from eigenvalue = 35.358974 eV = 5.665132e-18 J
E from direct minimization = 35.358974 eV
density range = 16.081 to 34.228 nm^-3
first gap, lambda*(eps1-eps0) = 0.2996 eV
uniform, N = 25, L = 1 nm, |j|: Coulomb 76.18, TF 13.82, sum 90.00
uniform, N = 200, L = 1 nm, |j|: Coulomb 609.47, TF 55.27, sum 664.74
uniform, N = 50, L = 2 nm, |j|: Coulomb 1218.93, TF 55.27, sum 1274.20
Fermi filling, L = 1 nm: Coulomb |j| = 5.286
Fermi filling, L = 2 nm: Coulomb |j| = 21.830
modulated cell: largest |j| = 90.360
critical mixing fraction = 0.02189
measured multiplier at 0.9 critical = -0.8000
measured multiplier at 1.1 critical = -1.2000
measured multiplier at alpha = 1: -90.360
converged cosine amplitude = -9.1173 nm^-3
alpha = 1, iteration 0: amplitude = -0.0000 nm^-3
alpha = 1, iteration 1: amplitude = -45.6616 nm^-3
alpha = 1, iteration 2: amplitude = 46.4215 nm^-3
alpha = 1, iteration 3: amplitude = -47.6500 nm^-3
alpha = 1, iteration 4: amplitude = 46.4191 nm^-3
alpha = 1, iteration 29: amplitude = -47.6500 nm^-3
alpha = 1, iteration 30: amplitude = 46.4191 nm^-3
alpha = 0.1, iterations 181-200: max error/n0 = 0.2748
small plain mixing fraction = 0.01095
map evaluations to residual 1e-8 n0, plain = 781
map evaluations to residual 1e-8 n0, preconditioned = 108
```
